# One Lanczos chain for Sternheimer solutions at all imaginary frequencies

## The form fixed by shift symmetry

Let $A$ be a real symmetric operator and $b$ a real vector. We want the solutions of

$$(A+i\omega)\,x(\omega)=b \tag{1}$$

for many real $\omega\ge 0$. The Krylov space $K_m(A,b)$ is spanned by $b,Ab,\dots,A^{m-1}b$. Since

$$(A+i\omega)^k b=\sum_{j=0}^{k}\binom{k}{j}(i\omega)^{k-j}A^j b ,$$

each power of the shifted operator lies in the span of the unshifted powers, and the reverse follows by shifting back. Hence $K_m(A+i\omega,b)=K_m(A,b)$, with complex coefficients allowed.

This symmetry fixes the form of the residual. An approximation $x_m=q(A)b$, with $q$ of degree below $m$, leaves $r_m=b-(A+i\omega)q(A)b=\pi(A)b$, where $\pi$ has degree at most $m$ and $\pi(-i\omega)=1$. The Galerkin condition asks that $r_m$ be orthogonal to $K_m$. Before the chain terminates, $K_{m+1}$ contains one direction orthogonal to $K_m$, and neither space depends on $\omega$. That direction is $p_m(A)b$ for a monic polynomial $p_m$ of degree $m$, so

$$r_m(\omega)=\frac{p_m(A)\,b}{p_m(-i\omega)} . \tag{2}$$

Numerator and denominator both carry the dimension energy$^m$, so $\|r_m\|/\|b\|$ is dimensionless, as it must be. Frequency enters through a scalar denominator that grows as $\omega^m$ at large $\omega$. It remains to find the zeros of $p_m$. They are real, which makes the residual fall at every $\omega>0$.

## The response equation and its assumptions

The reference is a closed shell with real orbitals $\phi_i$, energies $\varepsilon_i$ and one-body Hamiltonian $H$. Hartree atomic units are used. Let $P=\sum_i|\phi_i\rangle\langle\phi_i|$ run over occupied orbitals and $Q=1-P$. For a real potential $v$ set

$$A=Q(H-\varepsilon_i)Q,\qquad b=Qv\phi_i .$$

On the range of $Q$ the spectrum of $A$ lies in $[\Delta,\Lambda]$, where $\Delta$ and $\Lambda$ are the lowest and highest empty energies minus $\varepsilon_i$. We assume $\Delta>0$.

For a perturbation $v(e^{-izt}+e^{izt})$ the first-order orbital parts obey $(H-\varepsilon_i\mp z)\psi_i^{\pm}=-v\phi_i$. The density amplitude is $2\sum_i\phi_i(\psi_i^++\psi_i^-)$, the 2 counting spin. The occupied components drop out of this sum. For $d=\varepsilon_j-\varepsilon_i$, the pair $(i,j)$ contributes in proportion to $-1/(d-z)-1/(d+z)$, which changes sign when $i$ and $j$ are exchanged. For $i=j$ the two terms cancel. We may therefore project with $Q$.

Continuing to $z=i\omega$ gives $\psi_i^{\pm}=-(A\mp i\omega)^{-1}b$. These are complex conjugates, with sum $-2\,\mathrm{Re}\,x_i$. Thus

$$\delta n(\omega)=-4\sum_i\phi_i\,\mathrm{Re}\,x_i(\omega),\qquad \mathrm{Re}\,x_i=\frac{A}{A^2+\omega^2}\,b. \tag{3}$$

Expanding in empty orbitals $a$ gives the usual factor $-4\Delta_{ia}/(\Delta_{ia}^2+\omega^2)$, with $\Delta_{ia}=\varepsilon_a-\varepsilon_i$. At $\omega=0$, (3) was tested against finite differences of the density; at the other frequencies it was tested against the sum over states.

## Solutions from one chain

Lanczos recursion from $v_1=b/\|b\|$ produces orthonormal real vectors $V_m=(v_1,\dots,v_m)$ and a real symmetric tridiagonal matrix $T_m$, with diagonal $\alpha_k$ and off-diagonal $\beta_k>0$:

$$AV_m=V_mT_m+\beta_m v_{m+1}e_m^T. \tag{4}$$

Write $x_m=V_my$. Because $b=\|b\|V_me_1$,

$$r_m=V_m\big[\|b\|e_1-(T_m+i\omega)y\big]-\beta_m y_m v_{m+1}.$$

Orthogonality to $V_m$ requires the bracket to vanish:

$$(T_m+i\omega)\,y=\|b\|e_1,\qquad r_m=-\beta_m y_m v_{m+1}. \tag{5}$$

Each frequency costs a small tridiagonal solve. No new product with $H$ is needed.

"One chain" means one per right-hand side, that is, per pair of orbital and potential. Point potentials allow more sharing. For a source at grid site $k$, $b=\phi_i(k)\,Qe_k$ has the same direction for every occupied orbital. A chain built with $QHQ$ from $Qe_k$ then serves all of them through the shifts $-\varepsilon_i+i\omega$.

## High frequencies converge first

We need $y_m=\|b\|\,[(T_m+i\omega)^{-1}]_{m1}$. This element of the inverse is the $(1,m)$ cofactor over the determinant. Deleting row 1 and column $m$ leaves an upper triangular matrix with diagonal $\beta_1,\dots,\beta_{m-1}$, so the cofactor is $(-1)^{m+1}\beta_1\cdots\beta_{m-1}$. With $\theta_k$ the eigenvalues of $T_m$ (the Ritz values), the determinant is $\prod_k(\theta_k+i\omega)$, and (5) becomes

$$r_m=(-1)^m\|b\|\,\frac{\prod_{k=1}^m\beta_k}{\prod_{k=1}^m(\theta_k+i\omega)}\,v_{m+1}. \tag{6}$$

The zeros of $p_m$ in (2) are thus the Ritz values. Since $T_m$ is real symmetric, they are real, and

$$\frac{\|r_m(\omega)\|}{\|b\|}=\prod_{k=1}^m\frac{\beta_k}{\sqrt{\theta_k^2+\omega^2}} . \tag{7}$$

Every factor falls strictly as $\omega\ge0$ grows, and so does the residual at fixed $m$. If a chain of length $m$ meets a relative tolerance at $\omega_1$, it also meets it at every $\omega_2>\omega_1$. The number of steps at which the tolerance is first met therefore never increases with $\omega$. Formula (7) does not say that the residual falls with $m$; at low frequency it may rise from one step to the next.

The error obeys the same order. From $x-x_m=(A+i\omega)^{-1}r_m$ and (6), with $|a\rangle$ the eigenvectors of $A$ on the range of $Q$,

$$\|x-x_m\|^2=\|r_m\|^2\sum_a\frac{|\langle a|v_{m+1}\rangle|^2}{\Delta_{ia}^2+\omega^2}. \tag{8}$$

The vector $v_{m+1}$ does not depend on $\omega$, so both factors decrease.

For the error relative to $\|x\|$ we have a decreasing bound, not a proof of monotonicity, because $\|x\|$ itself falls with $\omega$. Use $\|x-x_m\|\le\|r_m\|/\sqrt{\Delta^2+\omega^2}$ and $\|x\|\ge\|b\|/\sqrt{\Lambda^2+\omega^2}$:

$$\frac{\|x-x_m\|}{\|x\|}\le\frac{\|r_m\|}{\|b\|}\sqrt{\frac{\Lambda^2+\omega^2}{\Delta^2+\omega^2}}. \tag{9}$$

The ratio under the root is $1+(\Lambda^2-\Delta^2)/(\Delta^2+\omega^2)$, which decreases too.

## Rate and limiting cases

To predict the chain length, first note that $A^kv_1=V_mT_m^ke_1$ for $k\le m-1$. This holds for $k=0$. Applying $A$ and using (4) adds the term $\beta_mv_{m+1}e_m^TT_m^ke_1$, which vanishes for $k\le m-2$, because $T_m^ke_1$ reaches no further than component $k+1$. Hence $q(A)b=\|b\|V_mq(T_m)e_1$ for every polynomial $q$ of degree below $m$.

With $f(\lambda)=1/(\lambda+i\omega)$, subtracting this identity gives

$$x-x_m=(f-q)(A)b-\|b\|V_m(f-q)(T_m)e_1 .$$

The Ritz values are eigenvalues of $A$ compressed to a subspace of the range of $Q$, so they lie in $[\Delta,\Lambda]$. Both terms are then bounded by $\|b\|\max_{[\Delta,\Lambda]}|f-q|$. Let $C_m$ be the Chebyshev polynomial and choose $q$ by

$$1-(\lambda+i\omega)q(\lambda)=\frac{C_m\!\big(\frac{\Lambda+\Delta-2\lambda}{\Lambda-\Delta}\big)}{C_m(s)},\qquad s=\frac{\Lambda+\Delta+2i\omega}{\Lambda-\Delta}.$$

The right side equals 1 at $\lambda=-i\omega$, so $q$ is a polynomial of degree $m-1$. On the interval the numerator is at most 1 in modulus, and $|\lambda+i\omega|\ge\sqrt{\Delta^2+\omega^2}$. Thus

$$\|x-x_m\|\le\frac{2\|b\|}{\sqrt{\Delta^2+\omega^2}\,|C_m(s)|}. \tag{10}$$

Writing $s=(g+g^{-1})/2$ with $\rho=|g|>1$ gives $|C_m(s)|=|g^m+g^{-m}|/2\ge(\rho^m-\rho^{-m})/2$. Asymptotically the bound shrinks by $1/\rho$ per step.

The point $s$ lies on an ellipse with semi-axes $(\rho\pm\rho^{-1})/2$:

$$\frac{(\mathrm{Re}\,s)^2}{(\rho+\rho^{-1})^2/4}+\frac{(\mathrm{Im}\,s)^2}{(\rho-\rho^{-1})^2/4}=1 .$$

As $\omega$ grows, $\mathrm{Re}\,s$ stays fixed and $\mathrm{Im}\,s$ increases. The left side decreases with $\rho$, so $\rho$ must increase to restore equality. Three limits are useful.

- At $\omega=0$, $\rho=(\sqrt\kappa+1)/(\sqrt\kappa-1)$ with $\kappa=\Lambda/\Delta$. A small gap makes this bound fall slowly. The chain itself can be much faster when only one isolated level lies near $\Delta$, because one zero of the residual polynomial can be placed on that level.
- For $\omega\gg\Lambda$, $\rho\simeq2|s|\simeq4\omega/(\Lambda-\Delta)$, and a few steps suffice.
- For $\Delta\ll\omega\ll\Lambda$, put $s\simeq1+i\eta$ with $\eta=2\omega/\Lambda$. Then $\sqrt{s^2-1}\simeq\sqrt{2i\eta}=(1+i)\sqrt\eta$, so $\rho\simeq1+\sqrt\eta$. Reducing the bound by a factor $\epsilon$ takes about $\sqrt{\Lambda/2\omega}\,\ln(1/\epsilon)$ steps. A vanishing gap is thus tolerable at finite $\omega$, although the static equation becomes singular.

## Monitoring and pseudocode

Elimination on $T_m+i\omega$ gives the pivots

$$d_1=\alpha_1+i\omega,\qquad d_k=\alpha_k+i\omega-\beta_{k-1}^2/d_{k-1}.$$

The product of the first $k$ pivots is $\det(T_k+i\omega)$. Dividing (6) at lengths $k$ and $k-1$ gives

$$\|r_k\|=\|r_{k-1}\|\,\beta_k/|d_k|,\qquad \|r_0\|=\|b\|. \tag{11}$$

The residual at every frequency is known from scalars, before any solution vector is formed.

```
b = Q(v*phi);  nb = norm(b);  if nb = 0: all x = 0, return
v[1] = b/nb;  active = all frequencies;  eta[w] = 1
for k = 1, 2, ...:
    u = Q(H v[k]) - eps*v[k]
    if k > 1: u = u - beta[k-1]*v[k-1]
    alpha[k] = v[k].u;  u = u - alpha[k]*v[k]
    orthogonalize u against v[1..k];  u = Q u
    beta[k] = norm(u)
    for w in active:
        d[w] = alpha[k] + i*w - (k>1 ? beta[k-1]^2/d[w] : 0)
        eta[w] = eta[w]*beta[k]/abs(d[w])
        if eta[w] <= tol:
            solve (T_k + i*w) y[w] = nb*e1
            m[w] = k;  remove w from active
    if active is empty: stop
    v[k+1] = u/beta[k]
for each w: x[w] = sum over j <= m[w] of v[j]*y[w][j]
```

If $\beta_k$ vanishes, the space is invariant, the monitor becomes zero and every remaining frequency is solved. In floating point, a $\beta_k$ at rounding level can be treated as zero, since the next vector would be little more than normalized rounding error.

If the basis is too large to store, the elimination also yields running updates. Factor $T_m+i\omega=LU$, where $L$ has unit diagonal and subdiagonal $\beta_{k-1}/d_{k-1}$, and $U$ has diagonal $d_k$ and superdiagonal $\beta_k$. Let $\zeta=L^{-1}\|b\|e_1$ and let $p_k$ be the columns of $V_mU^{-1}$. Reading $L\zeta=\|b\|e_1$ by rows and $(p_1,\dots,p_m)\,U=V_m$ by columns gives

$$\zeta_k=-\frac{\beta_{k-1}}{d_{k-1}}\zeta_{k-1},\quad p_k=\frac{v_k-\beta_{k-1}p_{k-1}}{d_k},\quad x_k=x_{k-1}+\zeta_kp_k,$$

starting from $\zeta_1=\|b\|$, $p_1=v_1/d_1$ and $x_0=0$. This stores two complex vectors per active frequency.

## Cost and stability

Let $N$ be the vector length and $m_{\max}$ the steps needed at the lowest grid frequency. The shared chain takes $m_{\max}$ real products with $H$. Separate Galerkin solves take $\sum_\omega m(\omega)$. Adding frequencies above the lowest one costs no further products, by the ordering just proved. Forming the solutions costs of order $N\sum_\omega m(\omega)$ operations, and full orthogonalization of order $Nm_{\max}^2$. The basis takes storage of order $Nm_{\max}$, in addition to any solutions that are kept.

The pivots stay away from zero. Indeed $1/d_k$ is the last diagonal element of $(T_k+i\omega)^{-1}$, a weighted mean of $1/(\theta_l+i\omega)$ over the Ritz values of $T_k$ with non-negative weights summing to one. Hence $|d_k|\ge\sqrt{\Delta^2+\omega^2}$, and elimination needs no row exchanges.

Orthogonality of the $v_k$ is a separate matter. The numbers given here use full reorthogonalization. Without it, (4) and (11) should be checked by forming $b-(A+i\omega)x_m$ explicitly at the lowest frequency.

## A worked chain

The system is a one-dimensional grid Hamiltonian with 151 points, spacing 0.4 bohr and potential $-3/\cosh^2x$, with four electrons in the two lowest orbitals. This lattice is itself the model; no continuum limit is claimed. The reference is not self-consistent. The perturbation is $v=1/\sqrt{(x-1)^2+1}$.

For the upper occupied orbital, $\Delta=0.531$ Ha and $\Lambda=13.026$ Ha. The first three couplings are 0.84998, 1.98523 and 2.62666 Ha, with product $4.432$ Ha$^3$. The Ritz values of $T_3$ are 0.78826, 2.53068 and 6.59643 Ha, with product $13.159$ Ha$^3$. Formula (7) gives

$$\frac{4.432}{13.159}=0.337\quad(\omega=0),\qquad
\frac{4.432}{2.150\times3.226\times6.893}=0.0927\quad(\omega=2\ \mathrm{Ha}).$$

Residuals formed explicitly from the vectors are 0.336828 and 0.092732.

To reach a relative residual of $10^{-8}$, this orbital needs 46 steps at $\omega=0$, 28 at 2 Ha, 13 at 10 Ha and 6 at 50 Ha. The crude estimate $\ln(10^8)/\ln\rho$, which ignores prefactors, gives 45, 28, 13 and 7. At $\omega=0$ the lower orbital has $\kappa=14.51/2.015=7.2$, hence $\rho=2.19$ and an estimate of 24 steps; it needs 23. Its larger gap accounts for the shorter chain.

The strict decrease of residual and error with $\omega$ was tested at 24 frequencies for each $m$ up to 60, wherever the values exceed $10^{-9}$. The residual of $5\times10^{-16}$ at 50 Ha after 12 steps is comparable to rounding and carries no such evidence.

On a 16-point frequency grid the shared chains take $23+46=69$ products, against $269+415=684$ for separate solves. The saving is a factor of 9.9, not 16, because the high frequencies would have been cheap anyway.

## Quadratic forms and the correlation energy

Some observables converge faster than the solution vector. Since $A$ is real symmetric, $b^T=x_m^T(A+i\omega)+r_m^T$, with plain transposes. Therefore

$$b^T(x-x_m)=x_m^Tr_m+r_m^T(A+i\omega)^{-1}r_m .$$

The first term vanishes because $x_m$ lies in the span of the real vectors $V_m$ and $r_m$ is proportional to $v_{m+1}$. This leaves

$$|b^T(x-x_m)|\le\frac{\|r_m\|^2}{\sqrt{\Delta^2+\omega^2}}. \tag{12}$$

At $\omega=0$ the remaining term is positive, so a truncated chain underestimates the magnitude of $\langle v|\chi_0|v\rangle=-4\sum_i b_i^T\mathrm{Re}\,x_i$. For $\omega>0$, $r_m$ carries a complex phase and the sign is not fixed.

In the example, $\langle v|\chi_0|v\rangle=-0.20070$ Ha at $\omega=0$, and 12 steps leave an error of $5.3\times10^{-6}$ Ha. For comparison, $\|r_{12}\|=0.2080\times9.07\times10^{-3}=1.89\times10^{-3}$ Ha for the upper orbital, whose share of the bound is $4\times(1.89\times10^{-3})^2/0.531=2.7\times10^{-5}$ Ha.

The random-phase correlation energy follows from the coupling-strength integral

$$E_c=-\int_0^\infty\!\frac{d\omega}{2\pi}\int_0^1\!d\lambda\,\mathrm{Tr}\big[(1-\lambda\chi_0w)^{-1}\chi_0w-\chi_0w\big],$$

where $w$ is the interaction, here $1/\sqrt{(x-x')^2+1}$. The $\lambda$ integral of the first term is $-\mathrm{Tr}\ln(1-\chi_0w)$, so

$$E_c=\int_0^\infty\frac{d\omega}{2\pi}\,\mathrm{Tr}\big[\ln(1-\chi_0w)+\chi_0w\big]. \tag{13}$$

Gauss–Legendre nodes $t$ are mapped by $\omega=\omega_0(1+t)/(1-t)$, with $d\omega=2\omega_0\,dt/(1-t)^2$. Reversing $t$ exchanges $\omega$ with $\omega_0^2/\omega$, so $\omega_0$ near $\sqrt{\Delta\Lambda}=2.6$ Ha treats the two ends of the spectrum evenly; 2.5 Ha was used.

With one chain per grid site, 10 steps give $E_c=-0.025401$ Ha. The sum over states on the same grid gives $-0.025406$ Ha, as does an independent calculation from excitation energies. The truncation error is $4.8\times10^{-6}$ Ha at 10 steps and $2.0\times10^{-9}$ Ha at 20.

At 10 steps the integrand has a relative error of $4.9\times10^{-3}$ at 0.013 Ha, but $1.2\times10^{-7}$ at 10.6 Ha. The decrease between these two frequencies is not monotonic, because the error changes sign along the grid. The theorem covers the solution vectors, not the trace in (13).

## Failure modes

**A right-hand side that changes with frequency.** If the induced potential is included in $v$, as in a self-consistent response calculation, then $b$ depends on $\omega$ and the common starting vector is lost. Computing $\chi_0$ first and treating the interaction afterwards, as in (13), avoids this.

**Preconditioning.** With a preconditioner $M$ the operator is $M(A+i\omega)=MA+i\omega M$. The shift now multiplies $M$ instead of the identity, and for a general $M$ the binomial argument fails. With $M=Q(1+T_{\rm kin})^{-1}Q$, where $T_{\rm kin}$ is the kinetic energy in hartree, the six-dimensional spaces at $\omega=0$ and 2 Ha have a smallest principal cosine of 0.18. Without $M$, the twelve-dimensional spaces agree, with cosine 1 to ten decimals. A preconditioner of this kind, which shortens each solve, must therefore be weighed against the loss of sharing. The loss is not universal. For the shift-and-invert choice $M=(A+\sigma)^{-1}$ with fixed real $\sigma>-\Delta$, $M(A+i\omega)=1+(i\omega-\sigma)M$, so the space is $K_m(M,Mb)$ at every $\omega$ and remains shared. The price is a linear solve with $A+\sigma$ at each step.

**Inaccurate occupied orbitals.** If the $\phi_i$ are not eigenvectors of $H$, then in general $Q$ does not commute with $H$. (Mixing exact occupied orbitals among themselves leaves $Q$ unchanged, but the single energies $\varepsilon_i$ in $A$ then lose their meaning.) The projected operator remains symmetric and the chain still solves (1), but (3) no longer follows. A small residual in (11) does not detect this error, so the orbitals need their own convergence check.

**A tolerance judged at the wrong frequency.** Convergence at a high frequency does not ensure convergence at lower ones. The stopping decision belongs to the lowest grid point, where (9) also has its largest factor. In the example that factor is close to $\Lambda/\Delta=24.5$, so a relative residual of $10^{-8}$ guarantees a relative error of about $2.5\times10^{-7}$ or less.

The complete set of values is in the numerical output.

## Values computed for the example and the checks

```
grid points 151, spacing 0.4 bohr
occupied energies (Ha): [-2.01584 -0.53191]
lowest empty, highest empty (Ha): -0.00091 12.49412
upper orbital: Delta 0.53100 Ha, Lambda 13.02603 Ha
norm of b, upper orbital (Ha): 0.208001
three-step chain, upper orbital:
 alpha (Ha): [1.20202 3.40661 5.30674]
 beta (Ha): [0.84998 1.98523 2.62666]
 Ritz values (Ha): [0.78826 2.53068 6.59643]
 relative residual at w=0.0 Ha: 0.336828
 relative residual at w=2.0 Ha: 0.092732
steps to relative residual 1e-08; residual, error at m=12
w (Ha) | steps lower, upper | upper: rho, rel. residual, error norm
  0.0 |  23  46 | 1.506 9.07e-03 1.14e-03
  0.1 |  23  46 | 1.509 8.83e-03 1.10e-03
  0.5 |  23  42 | 1.564 5.22e-03 5.39e-04
  1.0 |  23  36 | 1.676 1.90e-03 1.48e-04
  2.0 |  21  28 | 1.920 2.67e-04 1.39e-05
  5.0 |  16  18 | 2.663 2.78e-06 7.90e-08
 10.0 |  12  13 | 3.980 1.37e-08 2.36e-10
 50.0 |   6   6 | 16.212 4.92e-16 2.08e-18
frequency grid: 16 points, scale 2.5 Ha, from 0.0133 to 469.2 Ha
lower orbital steps on grid: 23 23 23 23 23 23 22 21 19 17 15 12 9 7 5 4
 H products: shared 23, separate 269
upper orbital steps on grid: 46 46 45 44 41 37 32 28 23 19 16 12 10 7 5 4
 H products: shared 46, separate 415
smallest cosine between Krylov spaces at w=0 and 2 Ha:
 plain (m=12) 1.0000000000, preconditioned (m=6) 0.1842
response <v|chi0|v> (Ha): exact, error at m=12
 w= 0.0 Ha: -0.20070442 5.3e-06
 w= 1.0 Ha: -0.08238710 1.4e-07
 w=10.0 Ha: -0.00248475 2.3e-17
RPA energy from excitation energies: -0.02540611 Ha
RPA energy, sum over states on grid: -0.02540611 Ha
RPA energy, chains of 10 steps: -0.02540128 Ha, error 4.8e-06
RPA energy, chains of 20 steps: -0.02540610 Ha, error 2.0e-09
RPA energy, chains of 40 steps: -0.02540611 Ha, error 2.3e-14
relative error of energy integrand, chains of 10 steps:
 w=0.0133 Ha: 4.9e-03
 w=3.0249 Ha: 2.3e-05
 w=10.5848 Ha: 1.2e-07
```
